\section*{Protons released per adsorbed metal ion: a Maxwell relation, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: two measurements and one surface free energy}

Q: I hold an oxide suspension at constant pH and add a salt of a divalent metal. Base has to be supplied, because uptake of the metal sets protons free. In another series I find how much free metal the solution must contain to keep a given coverage at different pH values. The first experiment counts protons, the second measures an equilibrium activity. Why should one say anything about the other?

A: Because both are derivatives of the same surface free energy, provided that the surface is in reversible equilibrium with the solution. To show this we need definitions that leave no proton uncounted. Let the solution contain water, an acid HX, the metal salt MX$_2$ and a background salt NaX. Temperature and pressure are fixed. The oxide itself neither dissolves nor grows, and its area and strain are fixed.

The metal excess $\Gamma_M$ is the amount of metal per unit area beyond what the solution would hold if its bulk composition continued up to the surface. The proton excess $\Gamma_H$ is defined in the same way, but it is a net count: OH$^-$ is water minus one proton, so it counts as $-1$. If the metal is bound as an MOH unit, the OH came from water and a proton was left over. That proton is missing from $\Gamma_H$, whichever group on the surface is said to have lost it.

The number of protons released per metal ion taken up is then
\begin{equation}
\chi\equiv-\left(\frac{\partial\Gamma_H}{\partial\Gamma_M}\right)_{\mathrm{pH}} .
\label{chidef}
\end{equation}
The minus sign makes release positive. This is a differential quantity: it refers to the next small portion of metal, at the coverage already reached.

Q: The surface is charged, and there is a potential drop across the interface. Do you not need an electrical energy term?

A: Not if the whole interface is included, with its diffuse layer. That region is neutral, so it can be built from neutral components. Call them HX, MX$_2$, NaX and water. Their amounts are fixed by the amounts of H, M, Na and water, and neutrality then gives the anion:
\begin{equation}
\Gamma_X=\Gamma_H+2\Gamma_M+\Gamma_{Na}.
\label{neutral}
\end{equation}
The electrical energy is inside the free energy of the interface; it needs no separate symbol.

Now take the free energy of the whole system and subtract that of the inert solid and of a bulk solution filling the remaining volume. The volume terms cancel, because the two volumes add up to the total. What remains is an excess free energy $F^s$ with $dF^s=\sum_j\mu_j\,dn_j^s$ at fixed temperature and area, where $n_j^s$ is the excess amount of component $j$. Define
\begin{equation}
\gamma=\frac{1}{A}\Big(F^s-\sum_j\mu_jn_j^s\Big).
\end{equation}
Differentiating the product $\mu_jn_j^s$ gives two terms, and the one with $\mu_jdn_j^s$ cancels $dF^s$. With $\Gamma_j=n_j^s/A$,
\begin{equation}
d\gamma=-\sum_j\Gamma_j\,d\mu_j .
\label{gibbs}
\end{equation}
This is the Gibbs adsorption equation at fixed temperature. It has not been assumed that the solid can be stretched reversibly, since the area never changed.

Q: The excesses depend on where you let the bulk solution end. A shift of that plane by a nanometre changes them all.

A: It does, and removing water cures it. In the bulk, at constant temperature and pressure, the Gibbs--Duhem equation reads $c_w\,d\mu_w+\sum_{j\ne w}c_j\,d\mu_j=0$. Solve it for $d\mu_w$ and insert the result in \eqref{gibbs}:
\begin{equation}
d\gamma=-\sum_{j\neq w}\Big(\Gamma_j-\Gamma_w\frac{c_j}{c_w}\Big)d\mu_j .
\end{equation}
If the plane moves by $\delta$, then $\Gamma_j$ changes by $\pm c_j\delta$ and $\Gamma_w$ by $\pm c_w\delta$, with the same sign. The bracket does not change. From here on, every $\Gamma_j$ means this bracket, the excess relative to water. Equation \eqref{neutral} still holds, since the bulk is neutral too.

Q: You now have the chemical potentials of three salts. I measure pH and a free metal activity. Where do single ions enter?

A: Write $\mu_{HX}=\mu_H+\mu_X$, $\mu_{MX_2}=\mu_M+2\mu_X$ and $\mu_{NaX}=\mu_{Na}+\mu_X$. Then replace $\mu_X$ by $\mu_{NaX}-\mu_{Na}$:
\begin{align}
\mu_{HX}&=(\mu_H-\mu_{Na})+\mu_{NaX},\\
\mu_{MX_2}&=(\mu_M-2\mu_{Na})+2\mu_{NaX}.
\end{align}
Insert these in the adsorption equation and collect the terms with $d\mu_{NaX}$. Their coefficient is $\Gamma_H+2\Gamma_M+\Gamma_{Na}$, which is $\Gamma_X$ by \eqref{neutral}. Hence
\begin{equation}
d\gamma=-\Gamma_H\,d(\mu_H-\mu_{Na})-\Gamma_M\,d(\mu_M-2\mu_{Na})-\Gamma_X\,d\mu_{NaX}.
\label{full}
\end{equation}
Keep the chemical potential of the background salt fixed, and the last term vanishes. The two remaining variables are the logarithms of $a_H/a_{Na}$ and $a_M/a_{Na}^2$. Both are neutral combinations, so they have a thermodynamic meaning without any convention for single ions.

If the background salt is in large excess over acid and metal, $\mu_{Na}$ is also nearly constant. Where the effect of its remaining drift is negligible beside the uptake of metal (a condition examined below),
\begin{equation}
d\gamma=-\Gamma_H\,d\mu_H-\Gamma_M\,d\mu_M .
\label{swamp}
\end{equation}
This is the form that suits a pH meter and a metal-ion electrode.

Q: Equation \eqref{swamp} gives a cross relation at once, but with $\mu_H$ and $\mu_M$ as variables. My experiment fixes pH in one case and coverage in the other.

A: Then coverage must become a variable in place of $\mu_M$. A Legendre transform does this. Put $\Phi=\gamma+\Gamma_M\mu_M$. Its differential is
\begin{equation}
d\Phi=d\gamma+\Gamma_M\,d\mu_M+\mu_M\,d\Gamma_M=-\Gamma_H\,d\mu_H+\mu_M\,d\Gamma_M .
\end{equation}
So $-\Gamma_H$ is the derivative of $\Phi$ with respect to $\mu_H$, and $\mu_M$ is its derivative with respect to $\Gamma_M$. The mixed second derivative does not depend on the order of differentiation:
\begin{equation}
-\left(\frac{\partial\Gamma_H}{\partial\Gamma_M}\right)_{\mu_H}=\left(\frac{\partial\mu_M}{\partial\mu_H}\right)_{\Gamma_M}.
\label{maxmu}
\end{equation}
With $R$ the gas constant, $\mu_H=\mathrm{const}-RT\ln10\;\mathrm{pH}$ and $\mu_M=\mathrm{const}+RT\ln10\,\log_{10}a_M$. The factors $RT\ln10$ cancel in the ratio and one minus sign stays:
\begin{equation}
\chi=-\left(\frac{\partial\Gamma_H}{\partial\Gamma_M}\right)_{\mathrm{pH}}=-\left(\frac{\partial\log_{10}a_M}{\partial\,\mathrm{pH}}\right)_{\Gamma_M}.
\label{main}
\end{equation}
The exchange of variables needs a coverage that responds to the metal activity. On a saturated surface $\Gamma_M$ no longer changes, and neither derivative can be measured.

Q: I do not trust the sign. Show me a case where I can count the protons on my fingers.

A: Take neutral sites SOH, ignore all potentials, and allow one reaction, SOH $+$ M$^{2+}$ $\rightleftharpoons$ SOM$^+$ $+$ H$^+$. With a fraction $\theta$ of the sites occupied,
\begin{equation}
K=\frac{\theta\,a_H}{(1-\theta)\,a_M}.
\end{equation}
At fixed $\theta$, $a_M$ is proportional to $a_H$, so $\log_{10}a_M=\mathrm{const}-\mathrm{pH}$. The right side of \eqref{main} is $+1$, and the reaction releases one proton.

The physical content is the same in general. If binding sets protons free, a solution poorer in protons favours binding, and less free metal keeps the same coverage. The more protons are released, the more steeply the required activity falls with pH.

Q: Suppose the metal is not dilute compared with the salt. I keep the sodium concentration fixed and use \eqref{main} anyway. How wrong am I?

A: The neglected term can be followed through. Let $x=\ln a_H$, $y=\ln a_M$ and $L=\ln a_X$, with $a_{Na}$ fixed. The anion activity depends on $x$ and $y$, because the anion balances the bulk charge. Equation \eqref{full} becomes
\begin{equation}
\frac{d\gamma}{RT}=-(\Gamma_H+\Gamma_XL_x)\,dx-(\Gamma_M+\Gamma_XL_y)\,dy ,
\end{equation}
where subscripts $x$ and $y$ on $L$ are partial derivatives. Equate the mixed derivatives. The term $\Gamma_XL_{xy}$ appears on both sides and drops out, which leaves
\begin{equation}
\partial_y\Gamma_H-\partial_x\Gamma_M=L_y\,\partial_x\Gamma_X-L_x\,\partial_y\Gamma_X .
\label{cross}
\end{equation}
The measured release is $\chi_{\rm rel}=-\partial_y\Gamma_H/\partial_y\Gamma_M$. Along a line of constant coverage $\partial_x\Gamma_M\,dx+\partial_y\Gamma_M\,dy=0$, so the slope is $\chi_{\rm iso}=dy/dx=-\partial_x\Gamma_M/\partial_y\Gamma_M$. Subtract and use \eqref{cross}:
\begin{equation}
\chi_{\rm rel}-\chi_{\rm iso}=\frac{L_x\,\partial_y\Gamma_X-L_y\,\partial_x\Gamma_X}{\partial_y\Gamma_M}.
\label{error}
\end{equation}
For an ideal solution $L_y=2c_M/c_X$, which is small when metal is dilute. This alone does not make the error small. At low coverage $\Gamma_M$ is proportional to $c_M$, so $\partial_y\Gamma_M$ falls along with $L_y$, and their ratio tends to a constant. Swamping salt is therefore enough only where the surface takes up metal strongly enough for \eqref{error} to be negligible. The error also depends on how strongly the anion excess responds to pH. It can therefore be small by accident in a metal-rich solution, and large where little metal is taken up, because $\partial_y\Gamma_M$ stands in the denominator.

Q: In practice I add a finite dose of metal, not an infinitesimal one.

A: Then integrate \eqref{chidef} at constant pH. The protons released per unit area between the bare surface and coverage $\Gamma_M$ are
\begin{equation}
\Gamma_H(0)-\Gamma_H(\Gamma_M)=\int_0^{\Gamma_M}\chi\,d\Gamma_M' .
\label{integral}
\end{equation}
Dividing by $\Gamma_M$ gives a mean release. It agrees with the local $\chi$ if $\chi$ hardly varies over the range.

Q: What I usually have is an uptake edge: coverage against pH. Can I read $\chi$ from its slope?

A: Not from the slope alone. Let $Y=\log_{10}a_M$ and regard $\Gamma_M$ as a function of pH and $Y$. Setting $d\Gamma_M=0$ gives
\begin{equation}
\left(\frac{\partial Y}{\partial\mathrm{pH}}\right)_{\Gamma_M}=-\frac{(\partial\Gamma_M/\partial\mathrm{pH})_Y}{(\partial\Gamma_M/\partial Y)_{\mathrm{pH}}} .
\end{equation}
The left side is $-\chi$. Multiply by the denominator and divide by $\Gamma_M\ln10$:
\begin{equation}
\left(\frac{\partial\log_{10}\Gamma_M}{\partial\mathrm{pH}}\right)_{a_M}=\chi\left(\frac{\partial\log_{10}\Gamma_M}{\partial\log_{10}a_M}\right)_{\mathrm{pH}} .
\label{edge}
\end{equation}
The last factor is the local order of the isotherm. It is one if coverage is proportional to activity, and then the edge slope equals $\chi$. The left side also demands constant free-metal activity. In a closed beaker with a fixed total of metal, the activity falls as uptake proceeds, and \eqref{edge} does not describe that curve.

Q: My analysis gives total dissolved metal, including hydrolysed ions. Does that matter?

A: It matters near the hydrolysis pH. Suppose that MOH$^+$ is the sole hydrolysed species, with M$^{2+}$ $+$ H$_2$O $\rightleftharpoons$ MOH$^+$ $+$ H$^+$ and constant $K_h$. With constant activity coefficients the total is $c_T\propto a_M(1+K_h/a_H)$. Since $K_h/a_H=K_h10^{\mathrm{pH}}$, the derivative of $\log_{10}(1+K_h/a_H)$ with respect to pH is
\begin{equation}
f=\frac{K_h/a_H}{1+K_h/a_H},
\end{equation}
the hydrolysed share. The slope taken with total metal is therefore
\begin{equation}
-\left(\frac{\partial\log_{10}c_T}{\partial\mathrm{pH}}\right)_{\Gamma_M}=\chi-f .
\label{hyd}
\end{equation}
The titration needs a matching correction. Dissolved metal at total concentration $c_T$ has itself released $fc_T$ protons per unit volume, and the base that neutralised them must be subtracted before the rest is assigned to the surface.

Q: And if hydroxide precipitates without my noticing?

A: Then the solid M(OH)$_2$ fixes $a_M\propto a_H^2$, and the logarithmic slope is 2 whatever the surface does. A slope of 2 is thus no evidence about adsorption unless the solution is known to be undersaturated. Slow uptake is another cause of failure. If coverage differs between rising and falling pH, the state is not a function of pH and $a_M$, no $\Phi$ exists for it, and \eqref{main} has no basis.

\section{Second half: what sets the number, and a worked case}

Q: Before any model enters, remind me what I may carry over.

A: $\Gamma_H$ and $\Gamma_M$ are the net proton excess and the metal excess, $x=\ln a_H$, $y=\ln a_M$, and $\chi$ is the number of protons released per metal ion at fixed pH. With swamping salt,
\begin{equation}
\chi=-\left(\frac{\partial\Gamma_H}{\partial\Gamma_M}\right)_x=\left(\frac{\partial y}{\partial x}\right)_{\Gamma_M}.
\label{recall}
\end{equation}
If metal is not dilute, or if it is taken up only weakly, the two sides differ by \eqref{error}, unless activity ratios to sodium are used at fixed salt potential. The slope of an uptake edge is $\chi$ times the isotherm order.

At reversible equilibrium, in swamping salt and with strong enough uptake, the protons released per metal ion at fixed pH equal minus the slope of $\log_{10}a_M$ against pH at fixed coverage. What sets the value of this number remains to be explained with a model of the surface sites and tested in a worked case.
